# Weak-coupling renormalization of charge and spin in the half-filled Hubbard chain: a program that tests the result

```python
# Half-filled 1D Hubbard ring, H = -t sum(c+c + h.c.) + U sum n_up n_dn, t = a = hbar = 1.
# Under test: with y_i = g_i/(pi vF), vF = 2t, all g_i = U, l = ln(D0/D):
#   dy1/dl = -y1^2, dy2/dl = (y3^2-y1^2)/2, dy3/dl = y3(2y2-y1), dy4/dl = 0
# (g1 backscattering, g2 and g4 forward, g3 umklapp; yrho = 2y2-y1). Hence umklapp grows,
# charge gap ~ exp(-2 pi t/U), while y1 -> 0 and the spin gap closes as pi v_s/L.
# Independent roads: Fock-space perturbation theory, quadrature, ODE integration,
# exact diagonalization (ED), finite-ring Lieb-Wu (Bethe) equations.
import itertools
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.special import j1, ive
pi = np.pi
rng = np.random.default_rng(1)

# ---- shell elimination in Fock space: branch b (0=R,1=L), spin s, momentum offset p
def mode(b, s, p): return 6*b + 3*s + p + 1
allm = list(itertools.product((0, 1), (0, 1), (-1, 0, 1)))
sea = sum(1 << mode(b, s, p) for b, s, p in allm if (p if b == 0 else -p) < 0)
high = sum(1 << mode(b, s, p) for b, s, p in allm if p != 0)
moms = [q for q in itertools.product((-1, 0, 1), repeat=4) if q[0]+q[1] == q[2]+q[3]]
def term(c, br, s, r, q):  # c+_{s} c+_{r} c_{r} c_{s}
    return (c, mode(br[0], s, q[0]), mode(br[1], r, q[1]), mode(br[2], r, q[2]), mode(br[3], s, q[3]))
def gology(g1, g2, g3, g4):
    kinds = [(g1, (0, 1, 0, 1)), (g2, (0, 1, 1, 0)), (g3/2, (0, 0, 1, 1)), (g3/2, (1, 1, 0, 0)),
             (g4/2, (0, 0, 0, 0)), (g4/2, (1, 1, 1, 1))]
    return [term(c, br, s, r, q) for c, br in kinds for s in (0, 1) for r in (0, 1) for q in moms]
def hubbard_vertex(U):  # crystal momentum conserved modulo 4 kF = 2 pi
    brs = [b for b in itertools.product((0, 1), repeat=4) if (b[0]+b[1]-b[2]-b[3]) % 2 == 0]
    return [term(U, br, 0, 1, q) for br in brs for q in moms]
def column(terms, state):
    out = {}
    for c, i1, i2, i3, i4 in terms:
        st, sg = state, 1
        for i, create in ((i4, 0), (i3, 0), (i2, 1), (i1, 1)):
            if (st >> i & 1) == create:
                sg = 0
                break
            if bin(st & ((1 << i)-1)).count("1") % 2: sg = -sg
            st ^= 1 << i
        if sg: out[st] = out.get(st, 0.0) + sg*c
    return out
for st in rng.integers(0, 4096, 30):
    ca, cb = column(gology(1, 1, 1, 1), int(st)), column(hubbard_vertex(1.0), int(st))
    assert all(abs(ca.get(m, 0)-cb.get(m, 0)) < 1e-12 for m in set(ca) | set(cb))
ext = [1 << mode(b, s, 0) for b in (0, 1) for s in (0, 1)]
pairs = list(itertools.combinations(range(4), 2))
low = [sea] + [sea | e for e in ext] + [sea | ext[a] | ext[b] for a, b in pairs]
def two_body(terms, order):
    cols = [column(terms, s) for s in low]
    M = np.zeros((11, 11))
    for a in range(11):
        for b in range(11):
            if order == 1:
                M[a, b] = cols[b].get(low[a], 0.0)
            else:
                for m, v in cols[b].items():
                    E = bin((m ^ sea) & high).count("1")  # excitation energy, D = 1
                    if E: M[a, b] -= v*cols[a].get(m, 0.0)/E
    W = M[5:, 5:].copy()
    for n, (a, b) in enumerate(pairs):
        W[n, n] -= M[1+a, 1+a] + M[1+b, 1+b] - M[0, 0]
    return W.ravel()
basis = np.array([two_body(gology(*e), 1) for e in np.eye(4)]).T
def beta_fock(y):  # shell density 1/(2 pi v) and y = g/(pi v) give the factor 1/2
    W = two_body(gology(*y), 2)
    x = np.linalg.lstsq(basis, W, rcond=None)[0]
    assert np.abs(basis @ x - W).max() < 1e-12
    return x/2
def beta(l, y): return [-y[0]**2, (y[2]**2-y[0]**2)/2, y[2]*(2*y[1]-y[0])]
for _ in range(5):
    y = rng.normal(size=4)
    assert np.allclose(beta_fock(y), beta(0, y)+[0.0], atol=1e-12)
print("Fock-space dy1,dy2,dy3,dy4/dl at all y=1:", np.round(beta_fock(np.ones(4)), 10)+0.0)

# ---- lattice particle-hole bubble at q = pi
def bubble(T, mu):
    f = lambda th: (np.tanh((2*np.sin(th)-mu)/(2*T))+np.tanh((2*np.sin(th)+mu)/(2*T)))/(8*np.sin(th))
    c = np.arcsin(mu/2)
    pts = {0.0, pi/2} | {c+s*T*x for s in (1, -1) for x in (0, 1, 5, 25, 125, 625)}
    pts = sorted(p for p in pts if 0 <= p <= pi/2)
    return 2/pi*sum(quad(f, a, b, epsabs=1e-11, limit=200)[0] for a, b in zip(pts, pts[1:]))
slope0 = (bubble(1e-4, 0)-bubble(1e-3, 0))/np.log(10)
slope_mu = (bubble(1e-4, 0.1)-bubble(1e-3, 0.1))/np.log(10)
assert abs(slope0*2*pi-1) < 1e-4 and abs(slope_mu) < 1e-3
print(f"bubble log slope, mu=0: {slope0:.6f} 1/t ; 1/(pi vF) = {1/(2*pi):.6f} 1/t")
print(f"bubble log slope, mu=0.1 t: {slope_mu:.1e} 1/t")

# ---- integration of the flow
def flow(y1, yrho, y3, l):
    s = solve_ivp(beta, (0, l), [y1, (yrho+y1)/2, y3], rtol=1e-11, atol=1e-13).y[:, -1]
    return s[0], 2*s[1]-s[0], s[2]
y0 = 1/(2*pi)
l1 = 1/y0-1
a1, ar, a3 = flow(y0, y0, y0, l1)
assert abs(a3-1) < 1e-7 and abs(ar-1) < 1e-7 and abs(a1-y0/(1+y0*l1)) < 1e-8
n1, nr, n3 = flow(-y0, -y0, -y0, l1)
assert abs(n1+1) < 1e-7 and abs(n3+y0/(1+y0*l1)) < 1e-8
_, br_, b3 = flow(0.1, -0.2, 0.1, 120)
assert abs(b3) < 1e-6 and abs(br_+np.sqrt(0.03)) < 1e-7
C = np.sqrt(0.03)
_, cr, c3 = flow(0.1, -0.1, 0.2, 11)
assert abs(cr-C*np.tan(11*C+np.arctan(-0.1/C))) < 1e-6 and abs(c3**2-cr**2-0.03) < 1e-7 and c3 > 0.9
print(f"start yrho=-0.2,y3=0.1, l=120: yrho={br_:.5f}, y3={b3:.1e}")
print(f"start yrho=-0.1,y3=0.2, l=11: yrho={cr:.4f}, y3={c3:.4f}")

# ---- exact diagonalization, L = 6; t2 = second-neighbour hopping (negative control)
def hop(L, N, t2):
    sts = [sum(1 << i for i in c) for c in itertools.combinations(range(L), N)]
    ix = {s: n for n, s in enumerate(sts)}
    T = np.zeros((len(sts), len(sts)))
    for s in sts:
        for d, amp in ((1, 1.0), (-1, 1.0), (2, t2), (-2, t2)):
            for i in range(L):
                j = (i+d) % L
                if s >> i & 1 and not s >> j & 1:
                    lo, hi = min(i, j), max(i, j)
                    between = bin(s & ((1 << hi)-(1 << lo+1))).count("1")
                    T[ix[s ^ 1 << i ^ 1 << j], ix[s]] -= amp*(-1)**between
    return sts, T
def ed(L, nu, nd, U, t2=0.0):
    (su, Tu), (sd, Td) = hop(L, nu, t2), hop(L, nd, t2)
    H = np.kron(Tu, np.eye(len(sd)))+np.kron(np.eye(len(su)), Td)
    H += U*np.diag([float(bin(a & b).count("1")) for a in su for b in sd])
    return np.linalg.eigvalsh(H)
def shiba(t2): return np.abs(ed(6, 3, 2, 4., t2)-ed(6, 3, 4, -4., t2)-12).max()
def eta(t2): return np.abs(ed(6, 2, 2, 4., t2)[:, None]+4-ed(6, 3, 3, 4., t2)[None]).min(1).max()
assert shiba(0) < 1e-9 and eta(0) < 1e-9 and shiba(0.3) > 1e-2 and eta(0.3) > 1e-3
print(f"L=6,U=4t Shiba mismatch: t2=0 {shiba(0):.0e} t ; t2=0.3t {shiba(0.3):.3f} t")
print(f"L=6,U=4t eta mismatch: t2=0 {eta(0):.0e} t ; t2=0.3t {eta(0.3):.3f} t")

# ---- Lieb-Wu equations, L = 4m+2
def bethe(L, U, I, J):
    u, N = U/4, len(I)
    lg, kq = np.linspace(-12*u-2, 12*u+2, 3001), np.linspace(-pi, pi, 128, endpoint=False)
    z = np.arctan(np.sinh(pi*(lg[:, None]-np.sin(kq))/(2*u))).mean(1)/(2*pi)
    lam = np.interp(J/N, z, lg)
    kg = np.linspace(-pi-0.5, pi+0.5, 4001)
    k = np.interp(2*pi*I, kg*L+2*np.arctan((np.sin(kg)[:, None]-lam)/u).sum(1), kg)
    def res(x):
        k, lam = x[:N], x[N:]
        a, b = (np.sin(k)[:, None]-lam)/u, (lam[:, None]-lam)/(2*u)
        th = 2*np.arctan(a)
        return np.r_[k*L-2*pi*I+th.sum(1), -th.sum(0)-2*pi*J-2*np.arctan(b).sum(1)], a, b
    x = np.r_[k, lam]
    F, a, b = res(x)
    for _ in range(60):
        if np.abs(F).max() < 1e-10: break
        K1, K2, c = 2/(u*(1+a*a)), 1/(u*(1+b*b)), np.cos(x[:N])
        Jac = np.block([[np.diag(L+c*K1.sum(1)), -K1],
                        [-(K1*c[:, None]).T, K2+np.diag(K1.sum(0)-K2.sum(1))]])
        dx, step = np.linalg.solve(Jac, -F), 1.0
        while step > 1e-3 and np.linalg.norm(res(x+step*dx)[0]) > np.linalg.norm(F): step /= 2
        x = x+step*dx
        F, a, b = res(x)
    assert np.abs(F).max() < 1e-9
    return -2*np.cos(x[:N]).sum()
def sym(n): return np.arange(n)-(n-1)/2
def three(L, U):  # ground, one electron removed, lowest triplet
    M = L//2
    return (bethe(L, U, sym(L), sym(M)), bethe(L, U, sym(L-1), sym(M-1)+0.5),
            bethe(L, U, sym(L)+0.5, sym(M-1)))
for U in (8., 4.):
    e_ed = [ed(6, 3, 3, U)[0], ed(6, 3, 2, U)[0], ed(6, 4, 2, U)[0]]
    e_ba = three(6, U)
    assert np.allclose(e_ba, e_ed, atol=1e-8)
    assert abs(ed(6, 4, 3, U)[0]-e_ed[1]-U) < 1e-9
print("L=6,U=4t E(3,3),E(3,2),E(4,2) ED    [t]:", np.round(e_ed, 6))
print("L=6,U=4t E(3,3),E(3,2),E(4,2) Bethe [t]:", np.round(e_ba, 6))

# ---- infinite-chain formulas
def gap_bessel(U): return U-4+8*quad(lambda w: j1(w)/(w*(1+np.exp(w*U/2))), 0, 80/U, limit=500, epsabs=1e-12)[0]
def ln_gap(U):  # positive form, y = 1 + w^2/a
    a = 2*pi/U
    f = lambda w: 4*w*w*np.sqrt(2+w*w/a)*np.exp(-w*w)/(1-np.exp(-2*a-2*w*w))
    return np.log(16/U)-a-1.5*np.log(a)+np.log(quad(f, 0, 8, epsabs=1e-13)[0])
def v_spin(U): return 2*ive(1, 2*pi/U)/ive(0, 2*pi/U)
for U in (1., 2., 4., 8.):
    assert abs(gap_bessel(U)-np.exp(ln_gap(U))) < 1e-8
    print(f"U={U:.0f}t: charge gap {np.exp(ln_gap(U)):.6f} t ; v_s {v_spin(U):.5f} t a")
assert abs(np.exp(ln_gap(40.))-(36+8*np.log(2)/40)) < 5e-4
Us = np.array([0.05, 0.1, 0.2])
A, B, b = np.linalg.solve(np.c_[np.ones(3), -1/Us, np.log(Us)], [ln_gap(U) for U in Us])
assert abs(B-1/slope0) < 0.01 and abs(b-0.5) < 0.03
assert abs(ln_gap(0.05)-np.log(8/pi*np.sqrt(0.05))+2*pi/0.05) < 0.01
assert abs((1-v_spin(0.05)/2)/(0.05/(4*pi))-1) < 0.01
print(f"fit ln gap = A - B/U + b ln U at U=0.05,0.1,0.2 t: B={B:.4f} t, b={b:.4f}")
print(f"flow value B = pi vF from bubble: {1/slope0:.4f} t")

# ---- large rings at U = 4t
U, vs, Ls = 4., v_spin(4.), [66, 130, 258, 514]
E0, dc, ys = [], [], []
for L in Ls:
    g, h, tr = three(L, U)
    E0.append(g/L); dc.append(U+2*(h-g)); ys.append(2*(1-L*(tr-g)/(pi*vs)))
    print(f"L={L}: gap_c {dc[-1]:.5f} t, gap_s {tr-g:.6f} t, ratio {1-ys[-1]/2:.5f}, y1 {ys[-1]:.5f}")
dc_inf = (Ls[3]*dc[3]-Ls[2]*dc[2])/(Ls[3]-Ls[2])
assert abs(dc_inf-np.exp(ln_gap(U))) < 2e-3  # leftover O(1/L^2)
assert all(p > q > 0 for p, q in zip(ys, ys[1:]))
run = (1/ys[3]-1/ys[2])/np.log(Ls[3]/Ls[2])
assert abs(run-1) < ys[3]  # one-loop law, error of order y1
cen = 6/pi*(E0[1]-E0[0])/(1/Ls[0]**2-1/Ls[1]**2)/vs
assert abs(cen-1) < 0.01
print(f"U=4t gap_c extrapolated in 1/L: {dc_inf:.5f} t")
print(f"U=4t d(1/y1)/dlnL (258->514): {run:.4f} ; 1+y1/2 = {1+(ys[2]+ys[3])/4:.4f}")
print(f"U=4t central charge from L=66,130: {cen:.4f}")

# ---- worked example
t_eV = 0.5
g1t = np.exp(ln_gap(1.))
print(f"U=t: y0={y0:.5f}, l*=1/y0={1/y0:.4f}, exp(-l*)={np.exp(-1/y0):.6f}")
print(f"U=t: l at y3=1: {l1:.4f}; there y3={a3:.5f}, yrho={ar:.5f}, y1={a1:.5f}")
print(f"U=-t same l: y1={n1:.5f}, y3={n3:.5f}")
print(f"U=t: asymptotic gap {8/pi*np.exp(-2*pi):.6f} t ; exact {g1t:.6f} t")
print(f"U=t: gap/exp(-l*) = {g1t*np.exp(1/y0):.4f} t ; 2vF/gap = {4/g1t:.0f} sites")
print(f"U=t: vF(1-y0/2) = {2*(1-y0/2):.5f} t a")
print(f"U=40t: gap {np.exp(ln_gap(40.)):.4f} t ; large-U form {36+8*np.log(2)/40:.4f} t")
print(f"t={t_eV} eV: gap(U=t) {1e3*t_eV*g1t:.3f} meV ; gap(U=4t) {1e3*t_eV*np.exp(ln_gap(4.)):.1f} meV")
print("tests ok")
```

Output:

```
Fock-space dy1,dy2,dy3,dy4/dl at all y=1: [-1.  0.  1.  0.]
bubble log slope, mu=0: 0.159155 1/t ; 1/(pi vF) = 0.159155 1/t
bubble log slope, mu=0.1 t: -1.1e-05 1/t
start yrho=-0.2,y3=0.1, l=120: yrho=-0.17321, y3=8.7e-11
start yrho=-0.1,y3=0.2, l=11: yrho=0.9048, y3=0.9212
L=6,U=4t Shiba mismatch: t2=0 5e-14 t ; t2=0.3t 0.487 t
L=6,U=4t eta mismatch: t2=0 5e-14 t ; t2=0.3t 0.320 t
L=6,U=4t E(3,3),E(3,2),E(4,2) ED    [t]: [-3.668706 -4.35495  -2.898381]
L=6,U=4t E(3,3),E(3,2),E(4,2) Bethe [t]: [-3.668706 -4.35495  -2.898381]
U=1t: charge gap 0.005027 t ; v_s 1.83309 t a
U=2t: charge gap 0.172778 t ; v_s 1.63986 t a
U=4t: charge gap 1.286727 t ; v_s 1.22631 t a
U=8t: charge gap 4.679517 t ; v_s 0.73047 t a
fit ln gap = A - B/U + b ln U at U=0.05,0.1,0.2 t: B=6.2826 t, b=0.5126
flow value B = pi vF from bubble: 6.2832 t
L=66: gap_c 1.35194 t, gap_s 0.053682 t, ratio 0.91965, y1 0.16070
L=130: gap_c 1.31822 t, gap_s 0.027506 t, ratio 0.92818, y1 0.14365
L=258: gap_c 1.30217 t, gap_s 0.013963 t, ratio 0.93507, y1 0.12986
L=514: gap_c 1.29437 t, gap_s 0.007051 t, ratio 0.94075, y1 0.11851
U=4t gap_c extrapolated in 1/L: 1.28650 t
U=4t d(1/y1)/dlnL (258->514): 1.0700 ; 1+y1/2 = 1.0621
U=4t central charge from L=66,130: 1.0020
U=t: y0=0.15915, l*=1/y0=6.2832, exp(-l*)=0.001867
U=t: l at y3=1: 5.2832; there y3=1.00000, yrho=1.00000, y1=0.08646
U=-t same l: y1=-1.00000, y3=-0.08646
U=t: asymptotic gap 0.004755 t ; exact 0.005027 t
U=t: gap/exp(-l*) = 2.6918 t ; 2vF/gap = 796 sites
U=t: vF(1-y0/2) = 1.84085 t a
U=40t: gap 36.1385 t ; large-U form 36.1386 t
t=0.5 eV: gap(U=t) 2.513 meV ; gap(U=4t) 643.4 meV
tests ok
```
